# Slab dipole per area from the periodic field in vacuum

A slab repeats in $x$ and $y$ with cell area $A$. For a plane-wave calculation it is also repeated along $z$ with period $L$, which leaves vacuum between neighbouring copies. Let $\rho(\mathbf r)$ be the total charge density of electrons and nuclei, with the elementary charge $e$ included in it. Its average over $x$ and $y$ is $\rho(z)$. The slab is neutral, and one whole copy lies in the cell $z_b<z<z_b+L$, so that the plane $z_b$ is in vacuum. The dipole per area is

$$m=\int_{z_b}^{z_b+L} z\,\rho(z)\,dz .$$

Neutrality makes $m$ independent of the origin of $z$, because a shift of origin by $c$ changes $m$ by $c\int\rho\,dz=0$.

The electrostatic potential $V$ solves $\nabla^2V=-4\pi\rho$ (Gaussian units) with the period of the cell in all three directions and no dipole correction. The density is held fixed until part (f). The electrostatic relations contain neither $\hbar$ nor the electron mass. Both enter the example of part (g) through the computed density and polarizability.

## (a) From three dimensions to one

**Show that the plane-averaged field $E(z)=-dV(z)/dz$ is determined by $\rho(z)$ alone. How does the field at a single point of a vacuum plane differ from it?**

**Solution.** Average Poisson's equation over $x$ and $y$. The averages of $\partial_x^2V$ and $\partial_y^2V$ are integrals of derivatives of periodic functions over full periods, so they vanish. What remains is $d^2V/dz^2=-4\pi\rho(z)$, or

$$\frac{dE}{dz}=4\pi\rho(z).\tag{1}$$

This fixes $E$ up to a constant. The constant follows from the periodicity of $V$ along $z$:

$$\int_{z_b}^{z_b+L}E\,dz=V(z_b)-V(z_b+L)=0.\tag{2}$$

Two solutions of (1) differ by a constant, and (2) forces that constant to be zero. The field is therefore determined by $\rho(z)$.

A component of $V$ that varies laterally as $e^{i\mathbf g\cdot\mathbf r}$, with $\mathbf g\neq0$ in the plane, obeys $V_g''-g^2V_g=0$ in vacuum. Its solutions are $e^{\pm gz}$, so the part due to each neighbouring slab decays as $e^{-gd}$ with distance $d$ from that slab. For a square cell of side $a$ the slowest decay has $g=2\pi/a$. The field at one point therefore carries a ripple around the plane average, and the results below refer to the average.

A test case shows the size of the ripple. In a cell of side 5 and length 20, Gaussian charges $0.3$, $-1.0$ and $0.7$ of width 0.5 sit at $(1.0,1.2,8.0)$, $(2.4,3.1,9.5)$ and $(4.0,2.0,11.5)$. In the three-dimensional Fourier solution on a grid of spacing 0.25, the largest departure of $E_z$ from its mean among the grid points of the plane $z=0$ is $9.4\times10^{-4}$ of that mean.

## (b) The boundary field

**Find $E(z_b)$ in terms of $m$, and explain its sign.**

**Solution.** Integrate (1) upward from the boundary:

$$E(z)=E(z_b)+4\pi\int_{z_b}^{z}\rho(z')\,dz'.\tag{3}$$

Inserting this in (2) gives

$$0=L\,E(z_b)+4\pi\int_{z_b}^{z_b+L}\!dz\int_{z_b}^{z}\!dz'\,\rho(z').$$

The double integral covers the region $z_b<z'<z<z_b+L$. If $z$ is integrated first at fixed $z'$, it runs from $z'$ to $z_b+L$ and contributes the length $z_b+L-z'$:

$$0=L\,E(z_b)+4\pi\left[(z_b+L)\int\rho\,dz'-\int z'\rho\,dz'\right].$$

The first integral in the bracket is the net charge per area, which is zero. The second is $m$. Hence $L\,E(z_b)=4\pi m$, or

$$\boxed{\,m=\frac{L}{4\pi}\,E(z_b)\,}\tag{4}$$

For $m>0$ the positive charge lies on the upper side, and $E(z_b)$ is positive: the potential falls with increasing $z$ through the vacuum. Periodicity then requires it to rise by the same amount across the slab. If a code stores the potential energy of an electron, $U=-eV$, the field is $E=+(1/e)\,dU/dz$.

For fixed $m$ the field falls as $1/L$, and the product $L\,E(z_b)=4\pi m$ is constant. The actual potential drop across the vacuum does depend on $L$. For a slab of thickness $t$ the vacuum has width $L-t$, and the drop is $E(z_b)(L-t)=4\pi m(1-t/L)$. It approaches $4\pi m$ when the cell is much longer than the slab is thick.

## (c) What the vacuum condition does

**The derivation in (b) did not use $\rho(z_b)=0$. What changes if the cut passes through the slab?**

**Solution.** Equation (4) still holds as an identity, but its left side becomes the moment of the cell that starts at the new cut. That cell contains the upper part of one slab and the lower part of the next. By (3), moving the cut from $z_b$ to $z$ changes the result by

$$\frac{L}{4\pi}\left[E(z)-E(z_b)\right]=L\int_{z_b}^{z}\rho(z')\,dz'.\tag{5}$$

This is $L$ times the charge per area that has been carried from the bottom of the cell to its top. Within the vacuum it is zero, and every vacuum plane gives the same $m$. A plane inside the slab where $\rho(z)$ happens to vanish is not sufficient, because the charge below it need not be zero.

As a one-dimensional test, take sheets of charge per area $0.3$, $-1.0$ and $0.7$ at $z=8.0$, $9.5$ and $12.0$, each broadened to a Gaussian of width 0.6, with $L=20$. The moment is $2.4-9.5+8.4=1.3$. A finite-difference solution of Poisson's equation, inserted in (4) at $z_b=0$, gives $1.30000000$. With the cut at $z=9$, the charge per area below it is $0.08333$, and (5) predicts $1.3+20\times0.08333=2.967$. The boundary field at this cut, evaluated from the Fourier series of part (d), gives $2.96669$.

## (d) A formula in reciprocal space

**Express $m$ through the Fourier coefficients of the density, with no moment integral. How should point nuclei be treated?**

**Solution.** With $G=2\pi n/L$, write

$$\rho(z)=\sum_G\rho_Ge^{iGz},\qquad \rho_G=\frac{1}{AL}\int_{\rm cell}\rho(\mathbf r)\,e^{-iGz}\,d^3r .$$

These are the three-dimensional coefficients whose lateral wave vector is zero. Neutrality gives $\rho_0=0$. For $G\neq0$, Poisson's equation reads $-G^2V_G=-4\pi\rho_G$, so

$$V_G=\frac{4\pi\rho_G}{G^2},\qquad E_G=-iG\,V_G=-\frac{4\pi i\,\rho_G}{G}.$$

The coefficient $E_0$ is zero by (2). Since $\rho(z)$ is real, $\rho_{-G}=\rho_G^*$, and the terms of $E(z_b)$ for $G$ and $-G$ are complex conjugates. Their sum is twice the real part. With $\mathrm{Re}(-iX)=\mathrm{Im}\,X$,

$$E(z_b)=8\pi\sum_{G>0}\frac{\mathrm{Im}\left[\rho_Ge^{iGz_b}\right]}{G}.$$

Multiplication by $L/4\pi$ gives

$$\boxed{\,m=2L\sum_{G>0}\frac{\mathrm{Im}\left[\rho_G\,e^{iGz_b}\right]}{G}\,}\tag{6}$$

For the three sheets of part (c), equation (6) gives $1.30000000$ as well.

A nucleus of charge $Ze$ at height $z_I$ contributes $Ze\,e^{-iGz_I}/(AL)$ to $\rho_G$. This does not decay with $G$, so its terms in (6) fall only as $1/G$. The cure is to convolve the whole density with a normalized even function $w(u)$. The new moment is

$$\int\!\!\int(z'+u)\,\rho(z')\,w(u)\,dz'\,du=m\int w\,du+\left(\int\rho\,dz'\right)\left(\int u\,w\,du\right)=m .$$

For a Gaussian of width $s$, the convolution multiplies $\rho_G$ by $e^{-G^2s^2/2}$. The sum then converges rapidly, and its limit is still $m$ as long as the broadened charge does not reach the boundary.

**A charged slab.** If the slab has net charge $Q$ per area, dropping the $G=0$ term amounts to adding a uniform background $-Q/L$. The total is neutral, so (6) returns the total moment. The background contributes

$$-\frac{Q}{L}\int_{z_b}^{z_b+L}z\,dz=-Q\left(z_b+\frac L2\right).$$

The formula thus gives $m-Q(z_b+L/2)$, which is the slab's moment about the centre of the cell. Adding a fourth sheet of charge $0.2$ at $z=11$ to the model raises the moment to $1.3+2.2=3.5$, and with $z_b=0$ the prediction is $3.5-0.2\times10=1.5$. Equation (6) reproduced this within the test's tolerance of $10^{-7}$.

## (e) Comparison with an isolated slab

**For the same density, find the potential step across an isolated slab and the errors in field and energy caused by the periodic boundary condition.**

**Solution.** With no external field, the plane-averaged potential of the isolated slab is $V_{\rm iso}(z)=-2\pi\int|z-z'|\rho(z')\,dz'$. Above the slab $|z-z'|=z-z'$. The term in $z$ drops out by neutrality, which leaves $+2\pi m$. Below the slab the same steps give $-2\pi m$. The step is therefore

$$\Delta V=4\pi m=L\,E(z_b).\tag{7}$$

Inside the cell the periodic and isolated fields both satisfy (1), so they differ by a constant. In vacuum the isolated field is zero, and the constant is $E(z_b)$. The periodic slab thus sits in a spurious uniform field $4\pi m/L$. A dipole correction cancels it by adding the opposite field, with the compensating potential jump placed in the vacuum.

Inside the cell $V-V_{\rm iso}=c-E(z_b)z$ with some constant $c$. The energy difference per area is

$$\frac12\int\rho\,(V-V_{\rm iso})\,dz=\frac c2\int\rho\,dz-\frac{E(z_b)}2\int z\rho\,dz=-\frac{2\pi m^2}{L}.\tag{8}$$

The factor $\tfrac12$ is there because the field is produced by the charges themselves. The periodic energy is too low, and it approaches the isolated value as $1/L$. Equation (8) covers the plane-averaged part. The laterally varying parts of neighbouring slabs interact through the exponentially small fields of part (a).

## (f) When the density responds

**Upright molecules of free dipole $p_0$ and polarizability $\alpha$ form a square lattice of side $a$. Find the self-consistent dipole $p$ with and without the correction, treating molecules as points with linear response.**

**Solution.** A dipole at distance $r$ in the same plane produces the field $-p/r^3$ along $z$. The neighbours together give $-kp/a^3$, with

$$k=\sum_{(i,j)\neq(0,0)}(i^2+j^2)^{-3/2}=9.0336 .$$

Without the correction, the spurious field $4\pi m/L=4\pi p/(a^2L)$ is added, since $m=p/a^2$. The field on a molecule is $\lambda p$, with

$$\lambda_{\rm corr}=-\frac{k}{a^3},\qquad \lambda_{\rm per}=-\frac{k}{a^3}+\frac{4\pi}{a^2L}.$$

From $p=p_0+\alpha\lambda p$ follows

$$p=\frac{p_0}{1-\alpha\lambda}.\tag{9}$$

Since $\lambda_{\rm per}>\lambda_{\rm corr}$, the uncorrected calculation overestimates the dipole, provided $\alpha\lambda_{\rm per}<1$. Equation (6) then returns the dipole of that over-polarized density correctly, but it is not the dipole of the isolated slab. To give the isolated dipole directly, the compensating field must act during the self-consistency cycle. Without it, (9) makes $1/p$ linear in $1/L$, so results from two uncorrected cells can be extrapolated to $1/L=0$.

## (g) A layer of water molecules

**Apply the results to upright water molecules with $a=0.50$ nm and $L=2.00$ nm, and judge what has been neglected.**

**Solution.** The O–H length is 0.096 nm and the H–O–H angle 104.5°, with the hydrogens above the oxygen. The layer's density is a superposition of free-molecule densities at the RHF/aug-cc-pVDZ level. The analytic dipole integrals give $p_0=2.0011$ D. With 1 D $=0.020819\,e\,$nm,

$$m=\frac{2.0011\times0.020819\;e\,\text{nm}}{(0.50\ \text{nm})^2}=0.16664\;e/\text{nm}.$$

Equation (6), with $s=0.0529$ nm and terms up to $G=151\ \text{nm}^{-1}$, gives $0.166643\,e$/nm, equal to the dipole integrals in every printed digit. Halving the cutoff shifts it by a relative $1.4\times10^{-4}$. Lengthening the cell to 3 nm at the same density gives a relative change of about $10^{-13}$. That confirms the formula, but says nothing about a density free to respond. The larger aug-cc-pVTZ basis lowers the molecular dipole by 0.80 %.

In these units $e^2/(1\ \text{nm})=1.440$ eV, so (7) gives

$$\Delta V=4\pi\times0.16664\times1.440\ \text{V}=3.015\ \text{V},\qquad E(z_b)=\frac{3.015\ \text{V}}{2.00\ \text{nm}}=15.08\ \text{MV/cm}.$$

By (8) the energy error per molecule is $-\tfrac12p_0E(z_b)=-\tfrac12\times0.04166\times1.508$ eV $=-31.4$ meV.

If the boundary is put through the oxygen nucleus, the formula returns $-2.383\,e$/nm. By (5) the smeared charge below that plane is $(-2.383-0.167)/2.00=-1.275\,e/\text{nm}^2$, or $-0.32\,e$ per molecule. The wrong value thus measures how the cut divides the molecule.

**Response.** The computed polarizability along $z$ is $1.198\times10^{-3}\ \text{nm}^3$. Therefore

$$\frac{\alpha k}{a^3}=\frac{1.198\times10^{-3}\times9.034}{0.125}=0.0866,\qquad \frac{4\pi\alpha}{a^2L}=\frac{4\pi\times1.198\times10^{-3}}{0.50}=0.0301 .$$

Equation (9) gives $2.001/1.0866=1.842$ D with the correction and $2.001/1.0565=1.894$ D without it. Hartree–Fock calculations iterated in the field $\lambda p$ give 1.841 D and 1.894 D. In this point-dipole model the neighbours lower the dipole by 8.0 %, and the step becomes $3.0154\times1.8412/2.0011=2.77$ V. If the eight nearest neighbours act through the electrostatic potential of their actual charge densities instead, the reduction is 8.4 % and the step 2.76 V. In the aug-cc-pVTZ basis the polarizability is 4.1 % larger, and (9) then gives a reduction of 8.3 % and a step of 2.74 V. The spurious field raises the dipole by 2.9 % relative to the corrected value. The point-dipole picture was tested on two molecules 0.50 nm apart, side by side along the normal to the molecular plane. Each dipole falls by 0.88 % in Hartree–Fock and by 0.95 % for point dipoles. For a pair along the other lattice direction, which lies in the molecular plane, the Hartree–Fock reduction is 1.15 %. The point-dipole value for a single neighbour thus errs by less than a fifth in both directions.

**Correlation and spill-out.** MP2 gives a free-molecule dipole of 1.869 D, 6.6 % below RHF. If this reduction and that by the neighbours simply multiply, the step is about $3.015\times0.920\times0.934\approx2.6$ V. MP2 also raises the polarizability, to $1.35\times10^{-3}\ \text{nm}^3$. With the MP2 dipole and polarizability, (9) gives a step of 2.57 V, and 2.54 V in the aug-cc-pVTZ basis. The periodic field could also pull electrons into the vacuum if the vacuum level there fell below the highest occupied level. That level is at $-13.9$ eV in RHF, and half the step is 1.5 eV, so a margin of about 12 eV remains. Kohn–Sham levels, which most plane-wave calculations use, can lie much higher: with the PBE functional the level is at $-7.2$ eV and the margin is 5.7 eV.

**The real case.** Polar molecular layers are used to shift the work functions of electrodes, and a rough order of magnitude for the shift is 1 eV. The model's step of nearly 3 V is about three times that, although 0.25 nm² per molecule is dilute for water, for which a dense layer has roughly 0.1 nm². The assumption most open to doubt is perfect alignment. For point dipoles, turning one rigid molecule over in the field of its neighbours releases $2kp_0^2/a^3=361$ meV. The actual charge densities raise this by about 6 % if the molecule is turned about the oxygen or its centre of mass, and by about 4 % if it is turned about the point halfway between the oxygen and the line joining the hydrogens. The thermal energy at 300 K is only 26 meV, so dipole forces alone do not hold the layer upright. For rigid dipoles the step is proportional to the mean cosine of the tilt angle, and a mean of one third would reduce 3.0 V to 1.0 V. Hydrogen bonds and charge exchange with a substrate are left out and not estimated. The field of 15 MV/cm belongs to the periodic boundary condition and is absent from an isolated layer.

The numerical output below lists the main computed values.

## Table of computed values

```
MODEL SLAB (charge 1, length 1, Gaussian)
cell length                       20.0
m, moment by quadrature           1.30000000
m, finite-difference field        1.30000000
m, reciprocal formula             1.30000000
cut through charge at z =         9.0
formula value at that cut         2.96669
charge per area below that cut    0.08333
3D test: ripple/mean at boundary  9.43e-04
square-lattice sum k              9.03362
WATER LAYER, RHF/aug-cc-pVDZ
O-H length                        0.096 nm
H-O-H angle                       104.5 deg
lattice side a                    0.50 nm
cell length L                     2.00 nm
Gaussian smearing s               0.0529 nm
cutoff G_max                      151.2 1/nm
molecular dipole, integrals       2.0011 D
m, dipole integrals               0.166643 e/nm
m, reciprocal formula             0.166643 e/nm
net charge of quadrature cloud    1.4e-08 e
boundary field E(z_b)             15.077 MV/cm
potential step 4 pi m             3.0154 V
energy error per molecule         -31.41 meV
formula, boundary through O       -2.3827 e/nm
CONVERGENCE (relative shift of m)
cell 2 nm -> 3 nm                 9.5e-14
smearing s -> 0.8 s               5.2e-14
cutoff halved                     1.4e-04
basis aug-cc-pVDZ -> aug-cc-pVTZ  -0.80 %
NEGLECTED EFFECTS
polarizability alpha_zz           1.1979 A^3
dipole in layer, corrected        1.8412 D
  same, linear formula            1.8416 D
dipole in layer, uncorrected      1.8939 D
  same, linear formula            1.8941 D
depolarization by neighbours      -7.99 %
excess from spurious field        2.86 %
step with depolarization          2.775 V
pair shift, Hartree-Fock          -0.884 %
pair shift, point dipoles         -0.949 %
MP2 molecular dipole              1.8685 D
MP2 shift from RHF                -6.62 %
energy gained by flipping one     361.2 meV
kT at 300 K                       25.9 meV
highest occupied level            -13.86 eV
half the potential step           1.51 eV
```
